# Must the Born effective charge tensor be symmetric?

## Question

I have computed Born effective charges for alpha-quartz with density functional perturbation theory. For a silicon atom on a twofold axis along $x$, the elements $Z_{yz}$ and $Z_{zy}$ differ. For oxygen, all three off-diagonal pairs differ.

I expected symmetric tensors. The Born charge is a second derivative of the energy, and the order of differentiation does not matter. The polarizability is a second derivative too, and it comes out symmetric. Is the difference numerical noise? Should I replace each tensor by $\tfrac12(Z+Z^T)$ before using it?

## Answer

The difference is allowed, and you should not symmetrize. The order of differentiation indeed does not matter, but changing that order does not exchange the two Cartesian indices.

### What the equality of mixed derivatives says

Consider an insulator with a nondegenerate, nonmagnetic ground state, at fixed cell shape. Let $u_{\kappa\beta}$ be the displacement of atom $\kappa$ along $\beta$, the same in every cell, and let $E_\alpha$ be the macroscopic electric field. I use atomic units, so charges are in units of $e$. For each $u$ and a weak field $E$ the electrons relax to a polarized state that connects smoothly to the zero-field ground state. In an extended crystal this is not the true ground state. Once the potential drop across the sample exceeds the gap, moving electrons from one end to the other lowers the energy. Only derivatives at $E=0$ are needed below, so the polarized state is meant as an expansion about zero field. It defines an energy $\mathcal F(u,E)$ per cell with

$$
d\mathcal F=-\sum_\alpha \mu_\alpha\,dE_\alpha-\sum_{\kappa\beta} f_{\kappa\beta}\,du_{\kappa\beta}.
$$

Here $f_{\kappa\beta}$ is the force on the atom and $\mu=\Omega P$ is the cell volume times the polarization. In a crystal $P$ is defined up to a quantum, but its change along a continuous displacement is not ambiguous. For a neutral molecule $\mu$ is the dipole moment.

The Born tensor is the derivative of $\mu_\alpha$ with respect to $u_{\kappa\beta}$ at $E=0$. Inserting $\mu_\alpha=-\partial\mathcal F/\partial E_\alpha$, exchanging the order of differentiation, and using $f_{\kappa\beta}=-\partial\mathcal F/\partial u_{\kappa\beta}$ gives

$$
Z_{\kappa,\alpha\beta}
=\frac{\partial\mu_\alpha}{\partial u_{\kappa\beta}}
=-\frac{\partial^2\mathcal F}{\partial u_{\kappa\beta}\,\partial E_\alpha}
=-\frac{\partial^2\mathcal F}{\partial E_\alpha\,\partial u_{\kappa\beta}}
=\frac{\partial f_{\kappa\beta}}{\partial E_\alpha}.
$$

Throughout, $\alpha$ belongs to the field and $\beta$ to the displacement. The equality says that the dipole along $x$ per displacement along $y$ equals the force along $y$ per field along $x$. Both are $Z_{xy}$. The element $Z_{yx}$ is the dipole along $y$ per displacement along $x$, which is a different experiment.

For the polarizability $-\partial^2\mathcal F/\partial E_\alpha\partial E_\beta$ both variables are field components, so changing the order does exchange $\alpha$ and $\beta$. In matrix language, the second derivatives with respect to all variables together form a symmetric matrix,

$$
\begin{pmatrix}\mathcal F_{EE}&\mathcal F_{Eu}\\ \mathcal F_{uE}&\mathcal F_{uu}\end{pmatrix},
\qquad \mathcal F_{uE}=\mathcal F_{Eu}^{T}.
$$

The diagonal block $\mathcal F_{EE}$ must be symmetric. The off-diagonal block $\mathcal F_{Eu}$, which contains $-Z$, is tied to its partner block and not to its own transpose.

### The same point in perturbation theory

Take a basis that does not move with the atoms, such as plane waves. Add two weak one-electron terms, $\lambda A+\nu B$, to the Hamiltonian, and let $G(\lambda,\nu)$ be the self-consistent energy with density matrix $D$. Because the energy is stationary with respect to $D$, only the explicit dependence contributes to a first derivative:

$$
\frac{\partial G}{\partial\nu}=\mathrm{Tr}[DB],\qquad
\frac{\partial G}{\partial\lambda}=\mathrm{Tr}[DA].
$$

Differentiate the first with respect to $\lambda$ and the second with respect to $\nu$. The results are the same mixed derivative, so

$$
\mathrm{Tr}[D^{\lambda}B]=\mathrm{Tr}[D^{\nu}A],
$$

where a superscript marks the first-order change of $D$.

An electron has charge $-1$, so a field adds $+E_\alpha r_\alpha$, and $A=r_\alpha$. A displacement adds $u_{\kappa\beta}\,\partial V/\partial u_{\kappa\beta}$ to first order, which fixes $B$. For a finite system the electronic dipole is $-\mathrm{Tr}[r_\alpha D]$. In a periodic crystal this trace is not defined, but its first-order change is. With $D$ the projector on the occupied orbitals, differentiating $D^2=D$ gives $D^\lambda=DD^\lambda+D^\lambda D$, so $D^\lambda$ has only occupied–empty elements. For those, $\langle v|r_\alpha|c\rangle=\langle v|[H,r_\alpha]|c\rangle/(\epsilon_v-\epsilon_c)$, which is well defined because the commutator is a periodic operator and the gap keeps the denominator finite. In both cases

$$
Z^{\rm el}_{\kappa,\alpha\beta}
=-\mathrm{Tr}\!\left[r_\alpha D^{u_{\kappa\beta}}\right]
=-\mathrm{Tr}\!\left[D^{E_\alpha}\frac{\partial V}{\partial u_{\kappa\beta}}\right].
$$

The ionic part, a charge times $\delta_{\alpha\beta}$, is symmetric. Reciprocity lets you choose which perturbation to solve for, but each operator keeps its own index. The transposed element needs another pair of operators, $r_\beta$ and $\partial V/\partial u_{\kappa\alpha}$.

### When symmetry permits an antisymmetric part

Let $R$ be the orthogonal matrix of an operation that maps the structure onto itself and leaves atom $\kappa$ in place. Displacing the atom by $Ru$ instead of $u$ must produce the dipole change $RZu$ instead of $Zu$. Thus $ZRu=RZu$ for every $u$, or

$$
Z=RZR^{T}.
$$

Split $Z=S+A$, with $S=\tfrac12(Z+Z^T)$ and $A=\tfrac12(Z-Z^T)$. Transposing the condition shows that $Z^T$ obeys it as well, so $S$ and $A$ obey it separately. An antisymmetric matrix has three independent elements, which can be collected in a vector $a=(A_{yz},A_{zx},A_{xy})$. Then $Av=v\times a$ for any vector $v$. Using $R(x\times y)=\det(R)\,(Rx)\times(Ry)$,

$$
RAR^{T}v=R\big[(R^{T}v)\times a\big]=\det(R)\;v\times(Ra).
$$

This must equal $v\times a$ for every $v$, so

$$
a=\det(R)\,R\,a .
$$

An antisymmetric part is therefore permitted if and only if the site group leaves some nonzero axial vector unchanged. The same transformation law shows that a rotation of the coordinate axes turns $a$ but keeps its length, so no choice of axes removes it.

Low site symmetry is a loose guide to this condition:

- Inversion has $\det(R)\,R=1$ and imposes nothing.
- A twofold axis leaves $a$ free along the axis. A mirror leaves $a$ free along its normal.
- In $C_{2v}$, of order 4, the twofold axis demands $a$ along itself, while each mirror demands $a$ along a normal perpendicular to that axis. Hence $a=0$.
- In $C_{4h}$, of order 8, every $\det(R)\,R$ is a rotation about the same axis, so one component survives.

In quartz, silicon has site group $C_2$. With the axis along $x$, the condition $Z=RZR^T$ with $R=\mathrm{diag}(1,-1,-1)$ reverses the sign of $xy$, $xz$, $yx$ and $zx$, which must vanish:

$$
Z_{\rm Si}=\begin{pmatrix}Z_{xx}&0&0\\0&Z_{yy}&Z_{yz}\\0&Z_{zy}&Z_{zz}\end{pmatrix}.
$$

There are five free elements, and nothing relates $Z_{yz}$ to $Z_{zy}$. Oxygen is in a general position, with nine free elements and three antisymmetric components. This is the pattern you found. Symmetry says that the part may exist; its size needs a calculation.

### A case with numbers

Silanediol, SiH$_2$(OH)$_2$, in a twisted geometry has silicon on a twofold axis and oxygen in a general position, the same site groups as in quartz. I treated it in the local density approximation with the 6-31G basis, at chosen round bond lengths and angles without optimization. The numbers illustrate the effect and are not values for quartz.

The axis is now $z$, so the pair to watch is $xy$ and $yx$. From the forces in a small field, silicon has

$$
Z_{xy}=0.0483,\qquad Z_{yx}=0.1233 .
$$

Displacing silicon and differentiating the dipole gives 0.0483 and 0.1234. Over the $x$ and $y$ columns the two routes differ by at most $1.3\times10^{-4}$, while the two elements differ by 0.075. The asymmetry is therefore not noise from the step sizes or the solver. Its size is the value for this functional and basis only. In the same calculation the polarizability elements $xy$ and $yx$ are 1.5294 and 1.5295 bohr$^3$, equal within numerical error.

Symmetrizing would put $\tfrac12(0.0483+0.1233)=0.0858$ in both places. That is 78% too large for $Z_{xy}$ and 30% too small for $Z_{yx}$. The antisymmetric part is $A_{xy}=\tfrac12(0.0483-0.1233)=-0.0375$, so $a_z=-0.0375$. If the OH groups were turned into the O–Si–O plane symmetrically, the molecule would have $C_{2v}$ symmetry and this number would have to vanish.

### Two sum rules that show what symmetrizing does

Moving a neutral system as a whole does not change its dipole, or the polarization of a crystal, so $\sum_\kappa Z_\kappa=0$. The antisymmetric parts must then cancel in the sum. In silanediol the $z$ components for Si, two O, two H on Si and two H on O give

$$
-0.0375+2(0.0110+0.0073+0.0005)=0.0001,
$$

which is zero within the rounding. The $x$ and $y$ components cancel between partners related by the twofold axis. This rule cannot reveal symmetrization: if the $Z_\kappa$ sum to zero, so do their symmetric parts.

Rotation is more revealing. Turn a molecule by a small angle $\theta$ about a unit vector $\omega$, at zero field. Each nucleus moves by $\theta\,\omega\times R_\kappa$ and the dipole changes by $\theta\,\omega\times\mu$, so

$$
\sum_\kappa Z_\kappa(\omega\times R_\kappa)=\omega\times\mu .
$$

This holds at any geometry, optimized or not. Dropping $A_\kappa$ removes the term $\sum_\kappa(\omega\times R_\kappa)\times a_\kappa$ from the left side, and nothing requires that term to vanish. For rotations about $x$, $y$ and $z$, the largest violation is $1.8\times10^{-4}$ $e\,$bohr with the full tensors and 0.0665 $e\,$bohr with the symmetrized ones. The second figure is 18% of the molecule's dipole of 0.375 $e\,$bohr.

### What to do with your tensors

Find out which index your code prints first. With the convention used here,

$$
\delta\mu_\alpha=\sum_{\kappa\beta}Z_{\kappa,\alpha\beta}\,u_{\kappa\beta},
\qquad
f_{\kappa\beta}=\sum_\alpha E_\alpha Z_{\kappa,\alpha\beta},
$$

where $f$ is the force induced by the field. Transposing reverses the sign of $A_\kappa$. This changes the contribution of atom $\kappa$ to $\delta\mu$ by $-2\,u_\kappa\times a_\kappa$ and the force on it by $2\,E\times a_\kappa$. These errors vanish only if $a_\kappa=0$ or the displacement or field lies along $a_\kappa$.

Some quantities must vanish: the elements forbidden by the site group and the sum of $Z_\kappa$ over the cell. A nonzero value there signals an error, but a small value does not bound the error of the allowed elements. In silanediol the largest element of the sum is $6.9\times10^{-7}$, while the two routes differ by up to $1.3\times10^{-4}$. In this molecule the two routes are the same derivative of one approximate energy. Their agreement tests the solver and the step sizes, but not the basis or the fineness of the integration grid, which they share. The same holds for the k mesh of a crystal when both routes treat the field term by the same discrete formula. A Berry-phase finite difference and a perturbation calculation are different discretizations and can differ on a coarse mesh, but their difference does not bound the error. To judge the error in $A_\kappa$, repeat the calculation with a denser k mesh, a larger basis and tighter thresholds. If you want to clean the data, average over all symmetry operations of the structure, not only those of one site. An operation with matrix $R$ that carries atom $\kappa$ to atom $\kappa'$ requires $Z_{\kappa'}=RZ_\kappa R^T$, so replace $Z_\kappa\to\frac1N\sum_R R^TZ_{\kappa'}R$, with $N$ the number of operations. Then enforce the sum rule by subtracting the mean tensor from every atom. After the full average this mean is invariant under every $R$, so the subtraction keeps the forbidden elements at zero; after a site average alone it can bring them back. Neither step requires $Z=Z^T$.

The numerical check checks the symmetry counts, the agreement of the two routes, the reciprocity relation and both sum rules numerically.

## Calculated quantities

```
Site group: order, free components, antisymmetric components
  C1     1   9   3
  Ci     2   9   3
  Cs     2   5   1
  C2     2   5   1
  C2v    4   3   0
  D2     4   3   0
  C3v    6   2   0
  C4h    8   3   1
  C6h   12   3   1
  Td    24   1   0
Quartz Si: site order 2, atoms per cell 3, free 5, antisymmetric 1
  allowed elements: xx yy yz zy zz
Quartz O: site order 1, atoms per cell 6, free 9, antisymmetric 3
  allowed elements: xx xy xz yx yy yz zx zy zz
Silanediol, LDA (Slater + VWN), 6-31G, twofold axis z
Si-O, Si-H, O-H (angstrom): 1.65 1.50 0.95
O-Si-O, H-Si-H, Si-O-H, O-Si-O-H (deg): 110 110 115 60
Field step 0.002 a.u., Si displacement step 0.01 bohr
Dipole x y z (e bohr):    0.0000    0.0000    0.3751
Z of Si (e), rows = dipole, columns = displacement
      1.5982    0.0483    0.0000
      0.1233    1.4114    0.0000
      0.0000    0.0000    1.5953
Z of O (e), rows = dipole, columns = displacement
     -1.0070   -0.1061   -0.1535
     -0.1281   -0.5982    0.0999
     -0.1641    0.1127   -0.9030
Si from dipoles (e): Z_xy, Z_yx =    0.0483    0.1234
Largest gap between the two roads, Si (e): 1.3e-04
Axial vector of Si (e):    0.0000    0.0000   -0.0375
Axial vector of O (e):   -0.0064   -0.0053    0.0110
Axial vector of H on Si (e):   -0.0134   -0.0023    0.0073
Axial vector of H on O (e):   -0.0014    0.0117    0.0005
Polarizability xy, yx (bohr^3):    1.5294    1.5295
Fixed basis, Si along x, electronic part, rows x y z (e)
   from displacement:   -6.7970    0.5556    0.0000
   from field:          -6.7978    0.5553    0.0000
Largest element of the sum of all Z (e): 6.9e-07
Rotation rule error, full tensors (e bohr): 1.8e-04
Rotation rule error, symmetrized (e bohr): 0.0665
```
